\section*{Germanium condensation: balances, uneven composition and melting}

\section*{Question}

A silicon-germanium layer lies on a buried oxide. It is heated in oxygen, so that silicon at its upper surface turns into SiO$_2$ while germanium is pushed back into the layer. A process note says:

\begin{quote}
Completely oxidizing the silicon while retaining the germanium turns a 50 nm layer containing 20 percent germanium into 20 nm containing 50 percent, neglecting density changes.
\end{quote}

Percentages are atomic. The wafer area is fixed, nothing crosses the buried oxide, and thickness means that of the alloy without its oxide. Except in part (e), every alloy atom takes the same volume, that of an atom in silicon, and no germanium is lost.

\begin{enumerate}
\item[(a)] Find the thickness at 50 percent germanium and the fraction of the silicon then oxidized. Is the note consistent? If not, correct it.
\item[(b)] How thick is the oxide grown by that point? Silicon has 8 atoms in a cube of side 0.5431 nm. The oxide has density 2.20 g/cm$^3$ and molar mass 60.08 g/mol.
\item[(c)] The front consumes alloy at a constant speed $v$, and germanium spreads with a constant interdiffusivity $D$. Does the balance used in (a) survive when the composition varies with height? For slow oxidation, find the difference in germanium fraction between the front and the buried oxide, and the first correction to it.
\item[(d)] Take $v=0.005$ nm/s, with $D=1$ and then $0.1$ nm$^2$/s. How uneven is the layer when its average reaches 50 percent? What does a 20 minute anneal in inert gas at the same temperature then achieve for the smaller $D$?
\item[(e)] Estimate the effect on (a) of the larger volume of germanium atoms, and of losing 5 percent of the germanium. The cube sides are 0.5431 nm for Si and 0.5658 nm for Ge; interpolate linearly.
\item[(f)] The process runs at 1000~$^\circ$C. Does the 50 percent layer stay solid, and can the oxidation be continued at this temperature until no silicon is left? Treat solid and liquid as ideal solutions. Melting points are 1687 K (Si) and 1211 K (Ge); heats of melting are 50.2 and 36.9 kJ/mol.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The two balances}

Let $h$ be the thickness and $x$ the germanium fraction, with subscripts 1 and 2 for before and after. With equal atomic volumes, thickness counts atoms per area, and $xh$ counts germanium atoms. Since none are lost,
\begin{equation}
x_1h_1=x_2h_2\equiv c,\qquad
h_2=\frac{x_1h_1}{x_2}=\frac{0.20\times 50}{0.50}=20\ \text{nm}.
\end{equation}
Here $c=10$ nm is the thickness the germanium would have alone. The layer began with silicon equivalent to $(1-x_1)h_1=40$ nm. All the lost thickness is silicon, so the oxidized fraction is
\begin{equation}
f=\frac{h_1-h_2}{(1-x_1)h_1}=\frac{50-20}{40}=0.75 .
\end{equation}

The note contradicts itself. Its end point still holds 10 nm of silicon beside 10 nm of germanium. Complete oxidation means $f=1$, hence $h_2=h_1-(1-x_1)h_1=x_1h_1=10$ nm and $x_2=1$: pure germanium. A correct version reads: oxidizing three quarters of the silicon while retaining the germanium turns 50 nm at 20 percent into 20 nm at 50 percent.

\subsection*{(b) The oxide}

Each silicon atom removed makes one SiO$_2$ unit. The number densities are
\begin{align}
n_{\rm Si}&=\frac{8}{(0.5431\ \text{nm})^3}=49.94\ \text{nm}^{-3},\\
n_{\rm ox}&=\frac{2.20\ \text{g/cm}^3}{60.08\ \text{g/mol}}\,N_A
=22.05\ \text{nm}^{-3}.
\end{align}
Equating silicon atoms per area, $n_{\rm ox}h_{\rm ox}=n_{\rm Si}(h_1-h_2)$, gives
\begin{equation}
h_{\rm ox}=\frac{49.94}{22.05}\times 30\ \text{nm}=2.265\times30\ \text{nm}\approx 68\ \text{nm}.
\end{equation}
The oxide is thicker than the silicon it consumed because it holds fewer silicon atoms per volume.

\subsection*{(c) Composition that varies with height}

Let $z$ be the height above the buried oxide. The front is at $z=h(t)$, with $dh/dt=-v$. Inside the layer
\begin{equation}
\frac{\partial x}{\partial t}=D\frac{\partial^2x}{\partial z^2},\qquad
\left.\frac{\partial x}{\partial z}\right|_{0}=0,
\end{equation}
the second condition because nothing enters the buried oxide. In a time $dt$ the front sweeps a slice holding germanium $x(h)\,v\,dt$. As none enters the oxide, diffusion must carry this amount downwards, which requires a composition rising towards the front:
\begin{equation}
D\left.\frac{\partial x}{\partial z}\right|_{h}=v\,x(h).
\end{equation}
The total germanium changes through the moving limit and through diffusion:
\begin{align}
\frac{d}{dt}\int_0^{h}x\,dz
&=-v\,x(h)+\int_0^hD\frac{\partial^2x}{\partial z^2}\,dz\\
&=-v\,x(h)+D\left.\frac{\partial x}{\partial z}\right|_h
-D\left.\frac{\partial x}{\partial z}\right|_0=0 .
\end{align}
The balance therefore survives for any profile, with $x$ read as the average over the layer, $X=c/h$.

\paragraph{Slow oxidation.} Diffusion evens the layer in a time of order $h^2/D$, while the front consumes it in $h/v$. Oxidation is slow when the ratio $vh/D$ is small. Once the starting profile has evened out, every height gains germanium, to leading order, at the rate of the average,
\begin{equation}
\frac{dX}{dt}=-\frac{c}{h^2}\frac{dh}{dt}=\frac{cv}{h^2}.
\end{equation}
Setting $D\,\partial^2x/\partial z^2$ equal to this and integrating from the flat lower end gives $\partial x/\partial z=cvz/(Dh^2)$. At $z=h$ the slope is $vX/D$, as the front condition demands. A second integration, with the constant chosen so that the average is $X$, gives
\begin{equation}
x=\frac{c}{h}+\frac{cv}{D}\left(\frac{z^2}{2h^2}-\frac16\right),\qquad
\Delta x=x(h)-x(0)=\frac{cv}{2D}.
\label{eq:parabola}
\end{equation}
The thickness has cancelled from $\Delta x$. As the layer thins, the front rejects more germanium per second, but the path it must diffuse along shortens in proportion. This holds only while the germanium fraction at the front stays below 1. Close to pure germanium the front runs short of silicon and cannot keep its speed.

\paragraph{First correction.} The parabolic term itself changes with time, because $h$ does. Its rate of change is
\begin{equation}
\frac{cv}{D}\,\frac{z^2}{2}\,\frac{d}{dt}\frac{1}{h^2}
=\frac{cv}{D}\,\frac{z^2}{2}\,\frac{2v}{h^3}=\frac{cv^2z^2}{Dh^3}.
\end{equation}
A further term $u$ in the profile must supply it, $D\,\partial^2u/\partial z^2=cv^2z^2/(Dh^3)$. Integrating once gives $\partial u/\partial z=cv^2z^3/(3D^2h^3)$, and again $u(h)-u(0)=cv^2h/(12D^2)$. Adding this to $cv/(2D)$,
\begin{equation}
\Delta x\approx\frac{cv}{2D}\left(1+\frac{vh}{6D}\right).
\label{eq:corrected}
\end{equation}

\subsection*{(d) Numbers for the uneven layer}

Removing 30 nm at 0.005 nm/s takes 6000 s, or 100 minutes.

For $D=1$ nm$^2$/s, $vh/D$ falls from 0.25 at the start to 0.10 at the end, so the slow limit is reasonable. It gives $\Delta x=10\times0.005/2=0.025$, or 2.5 percentage points. From (\ref{eq:parabola}) the front lies $cv/(3D)=1.7$ points above the average and the bottom $cv/(6D)=0.8$ points below it: 51.7 and 49.2 percent.

For $D=0.1$ nm$^2$/s, $vh/D$ falls from 2.5 to 1.0, and the expansion has no small parameter. The leading term gives 25 points and (\ref{eq:corrected}) gives 29. I solved the diffusion problem of part (c) numerically, by finite differences on 201 points in the scaled height $z/h$, starting from a uniform layer. The result is 40.6 percent at the buried oxide and 70.7 percent at the front, a difference of 30 points. The average is still 50 percent. A statement that the layer ``contains 50 percent'' is then true of the average and misleading about the surface.

In inert gas the front stops, and both ends have zero slope. The deviation from the average is a sum of terms $\cos(n\pi z/h)$, each decaying as $\exp(-n^2\pi^2Dt/h^2)$. The slowest, $n=1$, has the decay time
\begin{equation}
\frac{h^2}{\pi^2D}=\frac{(20\ \text{nm})^2}{\pi^2\times0.1\ \text{nm}^2/\text{s}}
=405\ \text{s}=6.75\ \text{min}.
\end{equation}
To see how much of the difference this term carries, take the profile as roughly parabolic, $\Delta x\,s^2$ with $s=z/h$. Its $n=1$ coefficient is
\begin{equation}
2\Delta x\int_0^1s^2\cos(\pi s)\,ds=-\frac{4}{\pi^2}\Delta x ,
\end{equation}
and since $\cos(\pi s)$ runs from $1$ to $-1$, the term contributes $8\Delta x/\pi^2=0.81\,\Delta x$ to the difference between the ends. After 20 minutes about $0.81\times30\times e^{-20/6.75}\approx1.3$ points should remain. The numerical solution, continued from the actual profile, leaves 1.2 points.

\subsection*{(e) Atomic volume and lost germanium}

An alloy with cube side $a(x)$ has $8/a^3$ atoms per volume. The germanium balance becomes $x_1h_1/a_1^3=x_2h_2/a_2^3$. Linear interpolation gives $a_1=0.5476$ nm and $a_2=0.5544$ nm, so
\begin{equation}
h_2=\frac{x_1h_1}{x_2}\left(\frac{a_2}{a_1}\right)^3
=20\ \text{nm}\times1.038\approx20.8\ \text{nm}.
\end{equation}
Neglecting density changes thus costs about 4 percent of the final thickness, if the alloy has its stress-free volume at both stages. A layer that instead keeps its in-plane spacing $a_\parallel$ is compressed in the plane and expands only along $z$, with $a_\perp=a+(2C_{12}/C_{11})(a-a_\parallel)$ and $2C_{12}/C_{11}\approx0.77$. Then $h_2$ scales with $a_\perp$ alone and is about 20.4 nm, a change of about 2 percent. A partly relaxed layer lies between the two limits. The oxidized fraction does not change: counted in atoms it is $f=1-x_1(1-x_2)/[x_2(1-x_1)]=0.75$, in which no volume appears.

If a fraction $q$ of the germanium is lost, then with equal volumes $x_2h_2=(1-q)x_1h_1$. For $q=0.05$ the layer reaches 50 percent at 19.0 nm. It then holds 9.5 nm of silicon, so the oxidized fraction is $f=(40-9.5)/40\approx0.76$ instead of 0.75. If oxidation is instead stopped at 20 nm, the average is 47.5 percent.

\subsection*{(f) Melting}

For element $i$, take the heat of melting $H_i$ as independent of temperature. The pure liquid then lies above the pure solid in molar free energy by $H_i(1-T/T_i)$, which vanishes at the melting point $T_i$. Let $x_i$ and $y_i$ be the fractions of $i$ in solid and liquid. Equal chemical potentials in ideal solutions require
\begin{equation}
H_i\left(1-\frac{T}{T_i}\right)+RT\ln y_i=RT\ln x_i .
\end{equation}
Dividing by $RT$ and solving for the ratio,
\begin{equation}
k_i\equiv\frac{y_i}{x_i}=\exp\left[-\frac{H_i}{R}\left(\frac1T-\frac1{T_i}\right)\right].
\end{equation}
The first liquid appears when its fractions add up to one:
\begin{equation}
(1-x)\,k_{\rm Si}+x\,k_{\rm Ge}=1 .
\label{eq:solidus}
\end{equation}
For $x=0.5$ a numerical root search gives about 1100~$^\circ$C, where $k_{\rm Si}\approx0.45$ and $k_{\rm Ge}\approx1.55$. In this model the uniform 50 percent layer is solid at 1000~$^\circ$C, with a margin of about 100 K.

At 1000~$^\circ$C, $k_{\rm Si}\approx0.312$ and $k_{\rm Ge}\approx1.196$. Equation (\ref{eq:solidus}) is linear in $x$, so melting starts at
\begin{equation}
x=\frac{1-k_{\rm Si}}{k_{\rm Ge}-k_{\rm Si}}=\frac{0.688}{0.884}\approx0.78 .
\end{equation}
A uniform layer reaches this content at $10/0.78\approx13$ nm, before its silicon is used up. The complete oxidation named in the note therefore cannot be finished at 1000~$^\circ$C with a solid layer. Pure germanium melts at 938~$^\circ$C, and the last stage must run below that. An uneven layer has less room: with $D=0.1$ nm$^2$/s the front already holds 71 percent when the average is 50.

\paragraph{Comparison with the real process.} This process, germanium condensation, is used to make germanium-rich layers on insulator, at temperatures of roughly 900 to 1200~$^\circ$C. The speed and diffusivities above are round values of a plausible size for about 1000~$^\circ$C, not data for a particular wafer. Two simplifications affect the profile. The real interdiffusivity rises strongly with germanium content, and oxidation slows as the oxide thickens. The differences found in (d), 2.5 and 30 points, therefore illustrate the constant-$D$, constant-speed model and do not predict the profile of a real layer. Neither simplification alters the average at a given thickness, which with equal atomic volumes follows from retention of the germanium alone. Lost germanium lowers this average. The larger volume of germanium atoms raises it, at 20 nm from 50 to about 52 percent for stress-free alloys, or to about 51 percent for a layer that keeps its in-plane spacing.

Numbers in the example were calculated in double precision.
